Auger amplitude with the Møller interaction: radial reduction and imaginary part

**1. What scaling and symmetry fix**

Two bound electrons a, b of an ion of nuclear charge Z exchange one photon. One drops into the bound orbital c and the other leaves in the continuum orbital d. Atomic units are used, with c = 1/α. Radii scale as 1/Z and energy differences as Z², so the photon wave number k = ω/c scales as αZ² and kr as αZ. The Coulomb element scales as Z, and a continuum function normalised per unit energy carries a factor (Z²)^(−1/2). The amplitude M therefore has the unit Eh^(1/2) and scales as Z⁰ for αZ ≪ 1. Expand a retarded interaction with currents in k:

(1 − α₁·α₂) e^(ikr)/r = (1 − α₁·α₂)[1/r + ik − k²r/2 − ik³r²/6 + ...]

Each α is of order αZ. The real terms α₁·α₂/r and k²r are of order (αZ)² relative to 1/r. The term ik·1 vanishes because c is orthogonal to a. The terms ikα₁·α₂ and ik³r² both scale as α³Z⁴, so Im M/Re M ~ (αZ)³ at small αZ when the Coulomb amplitude does not vanish and a term has electric dipole transitions on both legs: orthogonality leaves only the r₁·r₂ part of r², and ⟨c|α|a⟩ is of order αZ only for such a leg. Without an electric dipole leg Im M is of higher order in αZ. Rotational invariance requires both electrons to change by the same multipole J, so M is a sum over J of an angular factor times radial double integrals.

**2. The operator and its frequency**

Assumptions: lowest order in the electron-electron interaction, and all four orbitals eigenfunctions of one Hamiltonian H = cα·p + βc² + V(r) with local V. Each electron couples as q(A⁰ − α·A). A field mode of frequency ω_q = cq has squared amplitude 2πc²/ω_q, and

∫dt e^(iωt) e^(−iω_q|t|) = 2iω_q/(ω² − ω_q² + i0).

Each Cartesian component thus has ⟨T A^i A^i⟩ → −i4π/(q² − ω²/c² − i0). In Feynman gauge the time component has the opposite sign:

⟨T A^μ(1) A^ν(2)⟩ = i g^(μν) ∫dω/(2π) e^(−iω(t₁−t₂)) D(ω, r₁₂), g = diag(1, −1, −1, −1).

The second-order S-matrix has (−i)²/2!, and the two assignments of vertices cancel the 1/2!, leaving (−i)²·i = −i. For a→c at vertex 1 and b→d at vertex 2 the time integrals are

∫dt₁ e^(i(E_c−E_a−ω)t₁) ∫dt₂ e^(i(E_d−E_b+ω)t₂) = (2π)² δ(E_c−E_a−ω) δ(E_d−E_b+ω).

The ω integral sets ω = E_c − E_a, so S = −2πi δ(E_f − E_i)⟨cd|I|ab⟩ with I = (1 − α₁·α₂)D. With k = |ω|/c, the angular q integral and the evenness of q sin qr give

D = ∫d³q/(2π)³ 4π e^(iq·r)/(q² − k² − i0) = (1/iπr) ∫ dq q e^(iqr)/(q² − k² − i0), q from −∞ to ∞.

Closing in the upper half plane picks the pole q = k + i0 with residue e^(ikr)/2, so D = e^(ikr)/r and

I(k) = (1 − α₁·α₂) e^(ikr₁₂)/r₁₂.

D depends on ω², so the phase is +i|ω|r/c for either sign of ω. A quadrature of the q integral at finite i0 reproduced this. Unless E_a = E_b the process has no single frequency: the term in which a falls to c has k_ac = (E_a − E_c)/c, and the term in which b falls to c has k_bc = (E_b − E_c)/c. On the energy shell E_d = E_a + E_b − E_c each equals the frequency of the bound-free leg of the same term.

**3. Simplest case: the charge term**

Orbitals are ψ = (P Ω_κm, iQ Ω_−κm)/r with real P, Q, and Ω_κm = Σ⟨l m−s ½ s|j m⟩Y χ_s, for which σ·r̂ Ω_κm = −Ω_−κm and σ·L Ω_κm = −(κ+1)Ω_κm. The continuum has P → [(E+c²)/(πc²p)]^(1/2) cos(pr + ...), which is normalisation to δ(E − E′).

The kernel solves (∇² + k²)D = −4πδ. Its partial wave G_L is regular at the origin, outgoing at infinity, and its radial derivative jumps by −1/r². The Wronskian j_L h_L′ − j_L′ h_L = i/x², with h_L = j_L + iy_L, fixes the constant:

e^(ikr₁₂)/r₁₂ = Σ_L (2L+1) G_L P_L(cos γ), G_L = ik j_L(kr<) h_L(kr>).

Define R_L[X;Y] = ∬dr₁dr₂ X(r₁) G_L Y(r₂), and use P_L(cos γ) = Σ_M C_LM(1) C*_LM(2) with C_LM = [4π/(2L+1)]^(1/2) Y_LM. Since (σ·r̂)² = 1 and σ·r̂ commutes with C, ⟨−κ_x|C|−κ_y⟩ = ⟨κ_x|C|κ_y⟩, so both components share one angular factor. With W_xy = P_xP_y + Q_xQ_y the charge term is

Σ_J (2J+1) R_J[W_ca;W_db] Σ_M ⟨κ_c|C_JM|κ_a⟩⟨κ_d|C*_JM|κ_b⟩, l_c + l_a + J even.

Limit: for k → 0, j_L → x^L/(2L+1)!! and y_L → −(2L−1)!!/x^(L+1), so (2L+1)G_L → r<^L/r>^(L+1), the Slater integral.

**4. Adding the currents**

Let Y_JLM = Σ⟨L m 1 s|J M⟩Y_Lm e_s. Unitarity of the coupling coefficients gives

α₁·α₂ Σ_m Y_Lm(1)Y*_Lm(2) = Σ_JM [α₁·Y_JLM(1)][α₂·Y_JLM(2)]†, J = L, L±1.

An overall sign of Y_JLM cancels in this product. Put λ = [J(J+1)]^(1/2) and take the orthonormal vectors r̂Y, Y⁰ = LY/λ, Y¹ = r∇Y/λ. The components of ∇(r^J Y) = r^(J−1)(J r̂Y + λY¹) are harmonic polynomials of degree J−1, so this vector is L = J−1, with squared norm J² + J(J+1) = J(2J+1). Likewise ∇(r^(−J−1)Y) = r^(−J−2)(−(J+1)r̂Y + λY¹) is L = J+1, with squared norm (J+1)(2J+1). The vector of opposite parity is L = J:

Y_(J,J−1) = (J r̂Y + λY¹)/√(J(2J+1)), Y_(J,J+1) = (−(J+1)r̂Y + λY¹)/√((J+1)(2J+1)), Y_JJ = Y⁰.

Three spin-angular elements are needed. The first comes from σ·r̂ acting to the left. The second uses σ·(LY) = [σ·L, Y]. For the third, r̂×L = i r∇ on angular functions and r̂·L = 0 give σ·r̂ σ·(LY) = iσ·(r̂×LY) = −σ·r∇Y. Hence

⟨κ′|σ·r̂Y|κ⟩ = −⟨−κ′|Y|κ⟩
⟨κ′|σ·LY|κ⟩ = (κ − κ′)⟨κ′|Y|κ⟩
⟨κ′|σ·r∇Y|κ⟩ = ⟨−κ′|σ·LY|κ⟩ = (κ + κ′)⟨−κ′|Y|κ⟩

The matrix α connects upper and lower components, so for a vector harmonic v

⟨x|f α·v|y⟩ = i∫dr f [P_xQ_y⟨κ_x|σ·v|−κ_y⟩ − Q_xP_y⟨−κ_x|σ·v|κ_y⟩].

Define U = P_xQ_y − Q_xP_y, V = P_xQ_y + Q_xP_y, Δ = κ_x − κ_y. For v = r̂Y both angular factors are −⟨κ_x|Y|κ_y⟩. For v = r∇Y they are +Δ and −Δ times ⟨κ_x|Y|κ_y⟩. For v = LY they are −(κ_x+κ_y) and +(κ_x+κ_y) times ⟨−κ_x|Y|κ_y⟩. So

r̂Y: −i⟨κ_x|Y|κ_y⟩∫fU; r∇Y: +iΔ⟨κ_x|Y|κ_y⟩∫fV; LY: −i(κ_x+κ_y)⟨−κ_x|Y|κ_y⟩∫fV.

Combining the first two as in Y_(J,J∓1), with λY¹ = r∇Y:

L = J−1: i⟨κ_x|Y|κ_y⟩∫fE⁻/√(J(2J+1)), E⁻ = ΔV − JU
L = J+1: i⟨κ_x|Y|κ_y⟩∫fE⁺/√((J+1)(2J+1)), E⁺ = ΔV + (J+1)U

The second electron needs ⟨d|(α·Y)†|b⟩ = ⟨b|α·Y|d⟩*. Conjugation turns i into −i. Exchanging bra and ket reverses Δ and U and leaves V, so E^±_bd = −E^±_db and the factor is again +i. The product i·i = −1 meets the minus sign in I, and these electric terms enter with a plus sign. For L = J nothing reverses, the product is (−i)(+i) = +1, and the magnetic term keeps the minus sign. With 4πΣYY* = (2J+1)ΣCC* the radial factors are, first argument ca and second db:

l_c+l_a+J even: T_J = (2J+1)R_J[W;W] + R_(J−1)[E⁻;E⁻]/J + R_(J+1)[E⁺;E⁺]/(J+1)
l_c+l_a+J odd: T_J = −(2J+1)(κ_a+κ_c)(κ_b+κ_d) R_J[V;V]/(J(J+1))

For J = 0 the E⁻ and magnetic terms are absent, since Y_(0,−1) and Y⁰ do not exist.

**5. Coupling and exchange**

For given j_x, j_y, J, parity allows one pair (κ_x, κ_y) and its mirror (−κ_x, −κ_y), and the two have equal elements. The reduced element of C_J is thus a function of j_x, j_y, J alone and serves the electric and magnetic terms alike. With [j] = 2j+1 and ⟨jm|T_q|j′m′⟩ = (−1)^(j−m)(j J j′; −m q m′)⟨‖T‖⟩, the standard form is

C_J(xy) = (−1)^(j_x+½) √([j_x][j_y]) (j_x j_y J; −½ ½ 0).

Hand check: Ω_(+1,½) = −σ·r̂ Ω_(−1,½) has upper component −cos θ/√(4π), so ⟨s½|cos θ|p½⟩ = −1/3. The 3j symbol is 1/√6, giving −√6/3 = −2/√6, as the formula does. The scalar product of two tensors between states coupled to total Jₜ gives

⟨(cd)Jₜ|I(k)|(ab)Jₜ⟩ = Σ_J A_J T_J, A_J = (−1)^(j_a+j_d+Jₜ) {Jₜ j_d j_c; J j_a j_b} C_J(ca) C_J(db).

The antisymmetric initial state is N′Σ⟨j_a m_a j_b m_b|JₜM⟩[a(1)b(2) − b(1)a(2)], and the symmetry of the coefficient turns it into N′[|(ab)Jₜ⟩ − (−1)^(j_a+j_b−Jₜ)|(ba)Jₜ⟩]. For a ≠ b, N′ = 1/√2. For a = b and even Jₜ the bracket is 2|(aa)Jₜ⟩ and N′ = 1/2. The final state has 1/√2, and the symmetry of I under 1↔2 makes the four terms equal in pairs, so N = 2N′/√2:

M = N[⟨(cd)Jₜ|I(k_ac)|(ab)Jₜ⟩ − (−1)^(j_a+j_b−Jₜ)⟨(cd)Jₜ|I(k_bc)|(ba)Jₜ⟩], N = (1+δ_ab)^(−1/2)

Γ = 2π Σ_κd |M|²

The scattering phase of the incoming-wave final state multiplies each channel by a number of modulus one and drops out of Γ. Test: for all seven channels below, M was recomputed from explicit four-spinors, 4×4 α matrices, antisymmetrised m sums and angular quadrature of P_L(cos γ). It agreed within 10⁻⁹ of the scale |M| + |M_Coulomb| + |M_Breit|.

**6. Why the frequency must be that of the leg: gauge**

In Coulomb gauge the kernel is 4π/q² − [α₁·α₂ − (α₁·q)(α₂·q)/q²]4π/(q² − k²). Use 1/(q²(q²−k²)) = [1/(q²−k²) − 1/q²]/k² and ∇₁∇₂ e^(iq·(r₁−r₂)) → (iq)(−iq) = qq. With S = (e^(ikr₁₂) − 1)/r₁₂,

I_C = 1/r₁₂ − α₁·α₂ e^(ikr₁₂)/r₁₂ + (α₁·∇₁)(α₂·∇₂) S/k².

For local V, [H, f] = −icα·∇f, so ⟨x|α·∇f|y⟩ = i(E_x − E_y)⟨x|f|y⟩/c. With ω_ac = E_a − E_c and ω_db = E_d − E_b the two gradients give i(−ω_ac)·iω_db/c² = ω_acω_db/c², and

⟨I − I_C⟩ = (1 − ω_acω_db/(c²k²)) ⟨S⟩.

This vanishes on shell with k = ω_ac/c. Tests, with the gradient term evaluated from radial derivatives and not from the commutator: on shell the largest difference was 2×10⁻¹² of the scale above. Raising the electron energy by 0.1ω gives the prefactor −0.1 and a difference of 4.1% of the Møller value of the 2p½→1s term. Using k(2s→1s) on the 2p3/2→1s leg gives 1 − (20.9642/20.2528)² = −0.0715 and 4.5% of that term. Both matched the formula. The identity is in general lost if the two orbitals of a leg come from different potentials or from a non-local one, since the commutator step then fails.

Limit k → 0: S/k² = i/k − r₁₂/2 + O(k). The gradients remove the constant, and ∇₁ᵢ∇₂ⱼ r₁₂ = −(δᵢⱼ − nᵢnⱼ)/r₁₂ with n the unit vector along r₁₂. Then

I_C → 1/r₁₂ − [α₁·α₂ + (α₁·n)(α₂·n)]/(2r₁₂),

Coulomb plus static Breit. Extrapolating the real part of I_C from k/20 and k/40 reproduced the static value within 10⁻⁵ of the scale.

**7. The imaginary part**

Averaging a plane wave over directions gives sin(kr₁₂)/r₁₂ = (k/4π)∫dΩ_n e^(−ikn·(r₁−r₂)). Let ρ₁ = ⟨c|e^(−ikn·r)|a⟩, J₁ = ⟨c|α e^(−ikn·r)|a⟩, and ρ₂, J₂ the same for d←b with e^(+ikn·r). The commutator identity with f = e^(−ikn·r) reads −ik n·J₁ = −ikρ₁, and for the second leg +ik n·J₂ = +ikρ₂. Therefore ρ₁ρ₂ = (n·J₁)(n·J₂) and

Im⟨cd|I|ab⟩ = (k/4π)∫dΩ(ρ₁ρ₂ − J₁·J₂) = −(k/4π)∫dΩ J₁⊥·J₂⊥.

The imaginary part is a real transverse photon, emitted in a→c and absorbed in the photoionisation b→d. In radial form Im G_L = k j_L(kr₁)j_L(kr₂) factorises. Define w = ∫W j_J, e⁻ = ∫E⁻ j_(J−1), e⁺ = ∫E⁺ j_(J+1). For f = j_J(kr), ∇(fY) = f′r̂Y + (f/r) r∇Y, so the identity reads ∫(−f′U + ΔfV/r) = (E_x − E_y)w/c. Insert

f′ = k[J j_(J−1) − (J+1) j_(J+1)]/(2J+1), f/r = k[j_(J−1) + j_(J+1)]/(2J+1).

The left side becomes k(e⁻ + e⁺)/(2J+1), so e⁻ + e⁺ = −(2J+1)w on leg 1 and +(2J+1)w on leg 2. Eliminating w,

Im T_J/k = −(e₁⁻+e₁⁺)(e₂⁻+e₂⁺)/(2J+1) + e₁⁻e₂⁻/J + e₁⁺e₂⁺/(J+1).

The coefficients are 1/J − 1/(2J+1) = (J+1)/(J(2J+1)) for e⁻e⁻, 1/(J+1) − 1/(2J+1) = J/((J+1)(2J+1)) for e⁺e⁺, and −1/(2J+1) for the cross terms. They form one product:

Im T_J = k t_ca t_db/(J(J+1)(2J+1)), t = (J+1)e⁻ − J e⁺.

For J = 0, e₁⁺ = −w₁ and e₂⁺ = +w₂, so w₁w₂ + e₁⁺e₂⁺ = 0: there is no monopole photon. The magnetic Im T_J is the prefactor of section 4 times k∫V j_J ∫V j_J. Tests: Im M agreed within 10⁻⁶ of the scale with this factorised form, and with plane-wave transforms of the currents, both in full and transverse only.

Sign and size check. The golden rule gives the radiative width Γ_R = (k/2π)Σ∫dΩ|J⊥|², so setting d = a, b = c and summing over m_c gives Im = −Γ_R/2, the sign of a decaying level. With t_ac = −t_ca and Σ|⟨c|C_JM|a⟩|² = C_J²/[j_a],

Γ_R(EJ) = 2k C_J(ca)² t_ca²/([j_a] J(J+1)(2J+1)).

For 2p3/2→1s its ratio to the non-relativistic (2/3)⁸α³Z⁴ is 0.99995 at Z = 2 and 0.99980 at Z = 4.

Dipole limit. For kr ≪ 1 and J = 1, e⁺ is negligible, w ≈ kd/3 with d = ∫W r dr, so t_ca ≈ 2e⁻ ≈ −2kd_ca, t_db ≈ +2kd_db and Im T₁ → −(2/3)k³d_ca d_db. For (2s2p½)₀, the one odd Jₜ = 0 state of n = 2 and hence unmixed within that shell, the full Im M over this form is 1.00006 at Z = 2 and 1.00023 at Z = 4. The ratio |Im/Re| rises from 7.127×10⁻⁶ to 5.656×10⁻⁵, a logarithmic slope of 2.99 against the predicted 3.

Real P, Q and real A_J put Re M and Im M in quadrature in each channel, so Im M changes the width at relative order (αZ)⁶ or higher for small αZ. It shifts the phase of a channel with Re M ≠ 0 at first order, and so can enter interference between channels linearly. In the angular distribution this linear term carries the sine of the difference of the two scattering phases, which is small for εp½ and εp3/2 in light ions.

**8. KLL autoionisation of helium-like lead**

Model: Z = 82, αZ = 0.598, point-nucleus Dirac-Coulomb orbitals without screening, pure jj configurations. Left out are screening and correlation (relative order 1/Z), configuration mixing, nuclear size, recoil and radiative corrections. The widths belong to this model, and their digits serve to compare operators. Screening by one 1s electron in a common local potential lowers the Møller widths by 2 to 4%, and a finite nucleus changes them by about 0.3% or less. The continuum normalisation was tested against the confluent hypergeometric closed form within 10⁻⁷. The numerical output after the text lists every term for (2s2p½)₀ and the channel amplitudes and widths for the other states.

The binding energies are 3733.05 (1s), 957.68 (2s, 2p½) and 860.20 Eh (2p3/2). For (2s2p½)₀ → 1s εp½ the kinetic energy is 3733.0456 − 2×957.6812 = 1817.683 Eh, and both legs have k = (3733.0456 − 957.6812)/137.036 = 20.2528 bohr⁻¹. All j are ½. The 6j symbol is (−1)^(1+J)/2 and the phase is −1. With C₀ = √2 and C₁ = −2/√6, A₀ = (−1)(−½)(2) = 1 and A₁ = (−1)(½)(2/3) = −1/3. Amplitudes are in Eh^(1/2).

Direct, 2s→1s: J = 0 is electric and J = 1 magnetic.

Re: 0.0344095 − 0.0023466 + (−1/3)(−0.0281026) = 0.0414305
Im: 5.936×10⁻⁵ − 5.936×10⁻⁵ + (−1/3)(−7.503×10⁻⁶) = 2.50×10⁻⁶

The monopole cancels as derived, and a small M1 term remains. Exchange, 2p½→1s: J = 1 is electric, and J = 0 would be magnetic and is absent.

Re: (−1/3)(0.0438660 − 0.0573925 − 0.0075883) = 0.0070383
Im: (−1/3)(0.0045709 − 0.0143344 + 0.0000101) = (−1/3)(−0.0097534) = 0.0032511

The factorised form gives the same bracket: 20.2528×(−0.563565)×0.00512716/6 = −0.0097534. The exchange sign is −(−1)^(½+½−0) = +1, so

M = 0.0484688 + 0.0032536 i
Γ = 2π(2.34922×10⁻³ + 1.059×10⁻⁵) = 0.014827 Eh = 0.403 eV

The widths in eV, in the order Coulomb, Coulomb plus static Breit, real part of Møller, full Møller, with the share of (Im M)² in the last:

(2s2p½)₀: 0.0714, 0.3913, 0.4017, 0.4035; 0.45%
(2s2p½)₁: 0.1521, 0.1685, 0.1690, 0.1715; 1.4%
(2s2p3/2)₂: 0.0147, 0.0365, 0.0294, 0.0316; 6.8%
(2p3/2²)₂: 0.0612, 0.0607, 0.0660, 0.0664; 0.62%

For (2s2p½)₀ the static Breit term multiplies the width by 5.5, real retardation adds 2.7% to the static value, and Im M adds 0.45%. For (2s2p3/2)₂ retardation lowers the static width by 19% and Im M restores about 30% of that loss; in its εp3/2 channel Im/Re = 3.55/12.98 = 0.27. In the εp3/2 channel of (2s2p½)₁ the Coulomb amplitude +9.76×10⁻³ is overturned to −3.14×10⁻³, and the imaginary part −3.62×10⁻³ exceeds it in magnitude, turning the channel phase by arctan(3.62/3.14) = 49°. This real part is a near cancellation and is sensitive to configuration mixing: a first-order admixture of (2s2p3/2)₁, with coefficient about −0.026, moves it to about −3.8×10⁻³, above the imaginary part in magnitude, and the angle to about 43°.

The εf5/2 channel of (2s2p3/2)₂ has zero Coulomb amplitude. In the direct term 2s→1s allows J ≤ 1 and 2p3/2→f5/2 needs J ≥ 1; J = 1 has l_c + l_a + J odd. In the exchange term 2s→f5/2 needs J ≥ 2 and 2p3/2→1s allows J ≤ 2; J = 2 is again odd. The channel is purely M1 plus M2, with Re M = 1.84×10⁻³. No E1 photon is available, and Im M = 1.2×10⁻⁶.

The cubic law does not extrapolate to lead. Scaling the Z = 4 ratio gives 5.656×10⁻⁵×(82/4)³ = 0.49, while the computed |Im/Re| is 0.0671. The current and retardation terms together raise Re M by a factor 0.04847/0.02043 = 2.37, which accounts for part of this. Relative to the Coulomb amplitude alone the ratio is 0.159, still three times below 0.49. Most of this remainder is the growth of the Coulomb amplitude between Dirac orbitals, from 7.27×10⁻³ at Z = 4 to 2.04×10⁻² at Z = 82, a factor 2.8. |Im M|/(αZ)³ falls only from 1.67×10⁻² to 1.52×10⁻², so Im M itself follows the cubic law within 9%, and it is mainly Re M that departs from Z⁰.

**9. How far (Im M)² can be trusted**

(Im M)² is quadratic in the on-shell coupling of the outgoing electron to real photons, and other terms quadratic in that coupling, which contain one more photon than the amplitude derived here, were dropped. A unitarity model with a single photon channel estimates one of them. Take one electron channel d and one photon channel γ, real decay amplitudes V_d, V_γ and a real symmetric on-shell matrix K with K_γγ neglected, so that M = (1 + iπK)⁻¹V = V − iπKV − π²K²V + ... The term −iπK_dγV_γ is the Im M derived above. To second order in K,

|M_d|² = V_d² + π²(K_ddV_d + K_dγV_γ)² − 2π²V_d[(K_dd² + K_dγ²)V_d + K_ddK_dγV_γ].

The terms linear in K_ddK_dγ cancel, so rescattering of the outgoing electron does not interfere linearly with Im M in this one-channel width. The K_dγ² terms are π²K_dγ²(V_γ² − 2V_d²): the first is (Im M)², and the omitted second has relative size 2Γ_Auger/Γ_R. For (2s2p½)₀ in lead, with the E1 width 19.4 eV of 2p½→1s, this is 2×0.403/19.4 = 0.04, so within this model (Im M)² is the dominant K_dγ² term. The omitted term collects every photon channel open to the outgoing electron. Radiative capture into all bound levels with n ≥ 2 raises 0.04 to about 0.07, with free-free emission not counted. A non-zero K_γγ would add −2π²K_dγK_γγV_dV_γ, which is not estimated here. Since Γ_R scales as α³Z⁴ and Γ_Auger as Z⁰, the order reverses at low Z (for this state between Z = 14 and Z = 20), where (Im M)² alone is not a consistent correction to the width. In lead the 0.45% share is also smaller than 1/Z = 1.2%, and well below the shift of about 4% that screening by one 1s electron produces in this width.

Table of computed values

```
Z = 82, c = 137.035999 a.u., alpha*Z = 0.598383
binding 1s = 3733.0456 Eh
binding 2s = 957.6812 Eh
binding 2p1 = 957.6812 Eh
binding 2p3 = 860.2016 Eh
k(2s->1s) = k(2p1->1s) = 20.252812, k(2p3->1s) = 20.964155 1/bohr
(2s2p1)J=0 -> 1s ep1/2 terms: A_J, T (Eh^1/2)
 dir J=0 scalar WW: A=1.00000 T=3.440954e-02 +5.936016e-05i
 dir J=0 EpEp: A=1.00000 T=-2.346619e-03 -5.936016e-05i
 dir J=1 magnetic VV: A=-0.33333 T=-2.810264e-02 -7.502581e-06i
 dir sum = 4.143047e-02 +2.500860e-06i Eh^1/2
 exc J=1 scalar WW: A=-0.33333 T=4.386595e-02 +4.570864e-03i
 exc J=1 EmEm: A=-0.33333 T=-5.739253e-02 -1.433437e-02i
 exc J=1 EpEp: A=-0.33333 T=-7.588264e-03 +1.013390e-05i
 exc sum = 7.038281e-03 +3.251123e-03i Eh^1/2
 E1 t(1s,2p1) = -5.635650e-01, t(ep1/2,2s) = 5.127156e-03 Eh^-1/2
(2s2p1)0: kinetic energy = 1817.6831 Eh
 kappa=+1 M: Coul 2.04341e-02 Breit0 4.78379e-02 Moller 4.84688e-02 +3.25362e-03i Eh^1/2
 Gamma: Coul 0.07139 Breit0 0.39127 ReMoller 0.40166 Moller 0.40347 eV
 Gamma(Moller) = 1.482710e-02 Eh; Im share = 0.4486 %
(2s2p1)1: kinetic energy = 1817.6831 Eh
 kappa=+1 M: Coul 2.81866e-02 Breit0 3.11671e-02 Moller 3.12865e-02 +1.08287e-03i Eh^1/2
 kappa=-2 M: Coul 9.76233e-03 Breit0 -3.75455e-03 Moller -3.13796e-03 -3.62228e-03i Eh^1/2
 Gamma: Coul 0.15213 Breit0 0.16849 ReMoller 0.16904 Moller 0.17148 eV
 Gamma(Moller) = 6.301943e-03 Eh; Im share = 1.4251 %
(2s2p3)2: kinetic energy = 1915.1628 Eh
 kappa=-2 M: Coul 9.27445e-03 Breit0 1.45039e-02 Moller 1.29834e-02 +3.55050e-03i Eh^1/2
 kappa=+3 M: Coul 0.00000e+00 Breit0 1.71673e-03 Moller 1.83619e-03 +1.24283e-06i Eh^1/2
 Gamma: Coul 0.01471 Breit0 0.03647 ReMoller 0.02940 Moller 0.03155 eV
 Gamma(Moller) = 1.159547e-03 Eh; Im share = 6.8308 %
(2p3^2)2: kinetic energy = 2012.6424 Eh
 kappa=+2 M: Coul 1.12201e-02 Breit0 7.16483e-03 Moller 6.97155e-03 -7.86805e-04i Eh^1/2
 kappa=-3 M: Coul 1.52281e-02 Breit0 1.74304e-02 Moller 1.83678e-02 -1.33315e-03i Eh^1/2
 Gamma: Coul 0.06117 Breit0 0.06072 ReMoller 0.06599 Moller 0.06640 eV
 Gamma(Moller) = 2.440232e-03 Eh; Im share = 0.6170 %
largest relative on-shell gauge difference = 2e-12
electron energy raised by 0.1 omega: |F-C|/|F| = 4.1193e-02
k(2s->1s) used on 2p3->1s leg: |F-C|/|F| = 4.4550e-02
E1 radiative widths: 2p1->1s 19.4483 eV, 2p3->1s 16.8717 eV
Z=2: |Im/Re| = 7.1274e-06, Im/dipole = 1.00006, E1 width/nonrel = 0.99995
Z=4: |Im/Re| = 5.6559e-05, Im/dipole = 1.00023, E1 width/nonrel = 0.99980
(2s2p1)0: dln|Im/Re|/dlnZ = 2.9883; |Im/Re| at Z=82 = 0.0671
```
